\section*{Correlation length of a resist edge from its zero-frequency spectral density}

\section*{Problem}

The edge of a printed resist line is not straight. Let $x(y)$ be its deviation from the mean straight edge, measured across the line, at position $y$ along the line. Treat $x$ as a random function with zero mean whose statistics do not depend on $y$, and suppose that its covariance is exponential:
\begin{equation}
R(t)=\langle x(y)\,x(y+t)\rangle=\sigma^2 e^{-|t|/\xi}.
\label{cov}
\end{equation}
The angle brackets denote an average over many edges. The correlation length $\xi$ is the separation at which the covariance has fallen to $1/e$ of its value at $t=0$. The symbol $\sigma$ is one standard deviation of one edge; it is neither $3\sigma$ nor the roughness of the linewidth, which involves two edges.

The data are $\sigma=1.2$ nm and a two-sided spectral density of $60\ \mathrm{nm^3}$ at zero frequency. Frequency $f$ is in cycles per nm, and the density $S(f)$ is normalised so that its integral over all positive and negative $f$ is $\sigma^2$.

\begin{enumerate}
\item[(a)] Express $\xi$ through $\sigma$ and $S(0)$, and evaluate it.
\item[(b)] Find $S(f)$ at every frequency. Where has it fallen to half of $S(0)$?
\item[(c)] What length would the same $60\ \mathrm{nm^3}$ imply if the density were one-sided, or if it were a density per unit angular wavenumber?
\item[(d)] How far does the rounding of $\sigma$ to 1.2 nm limit the answer?
\item[(e)] The edge is measured on lines 2000 nm long, in steps of 2 nm, by a microscope that smooths the edge along its length. How do these facts alter the length inferred?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item The spectral density is the Fourier transform of the covariance. At $f=0$ the oscillating factor is 1, so no Fourier integral has to be done for part (a).
\item For part (b), split the integral at $t=0$, where $|t|$ changes its form.
\item For part (c), ask what each density must integrate to. The variance of the edge does not depend on how its spectrum is plotted.
\item For part (d), take the logarithm before differentiating.
\item For part (e), follow the variance and the zero-frequency density separately. An operation may change one and leave the other alone.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The area under the covariance}

With $f$ in cycles per nm, the density and its inverse are
\begin{equation}
S(f)=\int_{-\infty}^{\infty}R(t)e^{-2\pi i f t}\,dt,\qquad
R(t)=\int_{-\infty}^{\infty}S(f)e^{2\pi i f t}\,df.
\label{pair}
\end{equation}
Setting $t=0$ in the second relation gives $\int S\,df=R(0)=\sigma^2$, which is the stated normalisation. No factor of $2\pi$ stands in front of either integral. Since $R$ is in $\mathrm{nm^2}$ and $dt$ in nm, $S$ is in $\mathrm{nm^3}$.

Now set $f=0$ in the first relation. The covariance is even, so the two half-lines contribute equally:
\begin{align}
S(0)&=2\sigma^2\int_0^\infty e^{-t/\xi}\,dt
=2\sigma^2\left[-\xi e^{-t/\xi}\right]_0^\infty
=2\sigma^2\xi .
\label{zero}
\end{align}
Division by $2\sigma^2$ gives
\begin{equation}
\xi=\frac{S(0)}{2\sigma^2}
=\frac{60\ \mathrm{nm^3}}{2\times1.44\ \mathrm{nm^2}}
=20.83\ \mathrm{nm}\approx 21\ \mathrm{nm}.
\label{answer}
\end{equation}
Solving $\int R\,dt=60\ \mathrm{nm^3}$ for $\xi$ numerically, with the integral done by quadrature, also gives 20.83 nm.

The variance says how far the edge strays, and $S(0)$ says how much of that straying survives averaging over a long segment. At fixed $\sigma$, a longer correlation length means a larger $S(0)$, because neighbouring deviations share their sign over a greater distance and cancel less. If $\xi$ tends to zero at fixed $\sigma$, the density at zero tends to zero as well: the same variance is spread over an ever wider band of frequencies.

\subsection*{(b) The whole spectrum}

Write $k=2\pi f$. On the negative half-line $|t|=-t$, so
\begin{align}
S(f)&=\sigma^2\int_{-\infty}^0 e^{(1/\xi-ik)t}\,dt
+\sigma^2\int_0^\infty e^{-(1/\xi+ik)t}\,dt\nonumber\\
&=\sigma^2\left[\frac{1}{1/\xi-ik}+\frac{1}{1/\xi+ik}\right]
=\sigma^2\,\frac{2/\xi}{1/\xi^2+k^2}.
\end{align}
Both integrals converge because $1/\xi>0$. Multiplying numerator and denominator by $\xi^2$ gives
\begin{equation}
S(f)=\frac{2\sigma^2\xi}{1+(2\pi f\xi)^2}.
\label{lorentz}
\end{equation}
At $f=0$ this returns (\ref{zero}). To check the area, substitute $u=2\pi f\xi$, so that $df=du/(2\pi\xi)$:
\begin{equation}
\int_{-\infty}^{\infty}S\,df=\frac{2\sigma^2\xi}{2\pi\xi}\int_{-\infty}^{\infty}\frac{du}{1+u^2}
=\frac{\sigma^2}{\pi}\,\pi=\sigma^2 .
\label{area}
\end{equation}

The density is half of $S(0)$ when $2\pi f\xi=1$, that is at
\begin{equation}
f_{1/2}=\frac{1}{2\pi\xi}=0.00764\ \mathrm{nm^{-1}},
\qquad \frac{1}{f_{1/2}}=2\pi\xi=130.9\ \mathrm{nm}.
\end{equation}
Quadrature of the covariance at this frequency gives $30.00\ \mathrm{nm^3}$, half of 60. The bend of a measured spectrum thus supplies a second reading of $\xi$ that does not use $\sigma$. If the two readings disagree by more than their uncertainties, the covariance may not be exponential, the measurement may have changed the spectrum, or the density may follow a convention other than the one assumed.

Well below $f_{1/2}$ the spectrum is a plateau. Well above it, $S\approx\sigma^2/(2\pi^2f^2\xi)$, which falls as $f^{-2}$. Formula (\ref{answer}) needs the plateau: if a measured density keeps rising down to the lowest frequency available, $S(0)$ has not been observed.

\subsection*{(c) The same number under other conventions}

A one-sided density $G(f)$ is defined for $f>0$ and must hold the whole variance there. Since $S$ is even, $G=2S$, and its limit at zero is $4\sigma^2\xi$. If the given value were one-sided,
\begin{equation}
\xi=\frac{60}{4\times1.44}\ \mathrm{nm}=10.42\ \mathrm{nm}.
\end{equation}

A two-sided density $S_k$ per unit angular wavenumber, with $\int S_k\,dk=\sigma^2$, must assign the same variance to the same band: $S_k\,dk=S\,df$. Because $dk=2\pi\,df$, $S_k=S/(2\pi)$, and its value at zero is $\sigma^2\xi/\pi$. In that convention
\begin{equation}
\xi=\frac{60\,\pi}{1.44}\ \mathrm{nm}=130.9\ \mathrm{nm}.
\end{equation}
This equals the half-value period of part (b) because both are $2\pi$ times the length in (\ref{answer}).

The units do not reveal the convention, since all three densities are in $\mathrm{nm^3}$. The area helps, once it is known whether the axis is $f$ or $k$: integrate the plotted curve over the positive half of its axis. A one-sided density gives $\sigma^2$, and a two-sided density per unit of the plotted variable gives $\sigma^2/2$. The choice of axis alone does not settle the matter either. A density plotted against $k$ but normalised by $\int S\,dk/(2\pi)=\sigma^2$ still has the value $2\sigma^2\xi$ at zero; its area over positive $k$ is $\pi\sigma^2$.

\subsection*{(d) Digits that the data support}

The logarithm of (\ref{answer}) is $\ln\xi=\ln S(0)-2\ln\sigma-\ln 2$. Its differential is
\begin{equation}
\frac{d\xi}{\xi}=\frac{dS(0)}{S(0)}-2\,\frac{d\sigma}{\sigma}.
\label{sens}
\end{equation}
A relative error in $\sigma$ therefore counts twice, and with the opposite sign. A value quoted as 1.2 nm may lie between 1.15 and 1.25 nm. With $S(0)$ held at $60\ \mathrm{nm^3}$, these ends give 22.7 and 19.2 nm. The second figure of ``21 nm'' is already uncertain, and the decimals in 20.83 nm serve only for comparing calculations that start from the same $\sigma$ and $S(0)$.

\subsection*{(e) What the measurement changes}

Take the true edge to have $\sigma=1.2$ nm and $\xi=20.83$ nm, and treat one effect at a time.

\paragraph{Smoothing along the edge.} Let the microscope replace $x(y)$ by a weighted average over neighbouring positions, with a normalised Gaussian weight of standard deviation $b$. The weight has unit area, so a constant displacement passes unchanged and $S(0)$ is unaffected. The variance is not. It becomes the average of $R(z)$ over the difference $z$ of two independent positions drawn from the weight. That difference is Gaussian with variance $2b^2$, hence
\begin{equation}
\sigma_b^2=\frac{2\sigma^2}{\sqrt{4\pi b^2}}\int_0^\infty
\exp\left(-\frac{z^2}{4b^2}-\frac{z}{\xi}\right)dz .
\end{equation}
Complete the square:
\begin{equation}
\frac{z^2}{4b^2}+\frac{z}{\xi}=\left(\frac{z}{2b}+\frac{b}{\xi}\right)^2-\frac{b^2}{\xi^2}.
\end{equation}
With $w=z/(2b)+b/\xi$ and $dz=2b\,dw$, the prefactor becomes $2\sigma^2/\sqrt\pi$, and
\begin{equation}
\sigma_b^2=\frac{2\sigma^2}{\sqrt\pi}\,e^{b^2/\xi^2}\int_{b/\xi}^{\infty}e^{-w^2}dw
=\sigma^2e^{b^2/\xi^2}\,\mathrm{erfc}(b/\xi).
\end{equation}
For $b=2$ nm the variance drops from 1.44 to $1.296\ \mathrm{nm^2}$. Using it in (\ref{answer}) gives an apparent length of 23.1 nm, which is 11\% above the true one. The loss is large for so small a ratio $b/\xi$ because it begins at first order: for $b\ll\xi$, $\sigma_b^2\approx\sigma^2[1-2b/(\sqrt\pi\,\xi)]$.

\paragraph{Finite length: the variance.} Deviations are measured from the mean $m$ of each line of length $L$, and this mean itself fluctuates. In the double integral of $R$ over the line, a separation $t>0$ occurs with weight $2(L-t)$:
\begin{equation}
\langle m^2\rangle=\frac{2\sigma^2}{L^2}\int_0^L(L-t)e^{-t/\xi}dt .
\end{equation}
The two parts of the integral are
\begin{align}
L\int_0^Le^{-t/\xi}dt&=L\xi\left(1-e^{-L/\xi}\right),\\
\int_0^Lt\,e^{-t/\xi}dt&=\xi^2-\xi(L+\xi)e^{-L/\xi}.
\end{align}
On subtraction the terms $L\xi e^{-L/\xi}$ cancel, leaving
\begin{equation}
\langle m^2\rangle=\frac{2\sigma^2\xi}{L}\left[1-\frac{\xi}{L}\left(1-e^{-L/\xi}\right)\right].
\label{mean}
\end{equation}
For $L\gg\xi$ this is $S(0)/L$, which makes the meaning of $S(0)$ concrete: it fixes how much the average position of a long segment varies. Here $60/2000=0.030\ \mathrm{nm^2}$, and the bracket lowers it to $0.0297\ \mathrm{nm^2}$. The line average of $(x-m)^2$ is the line average of $x^2$ minus $m^2$, so the expected variance is $1.44-0.0297=1.4103\ \mathrm{nm^2}$, a reduction of 2.06\%.

\paragraph{Finite length: the density.} Subtracting the mean also empties the zero-frequency bin. The plateau must be read from the lowest nonzero frequencies $j/L$, with $j=1,2,\ldots$ On a finite line the density is estimated by the periodogram, $L^{-1}|\int_0^L x\,e^{-2\pi ify}dy|^2$. Its average follows from the same counting of separations:
\begin{equation}
\langle P(f)\rangle=\int_{-L}^{L}\left(1-\frac{|t|}{L}\right)R(t)\cos(2\pi ft)\,dt .
\end{equation}
Two things lower it. The term in $|t|/L$ removes, near $f=0$, about $2\sigma^2\xi^2/L$, a fraction $\xi/L\approx1.0\%$ of $S(0)$. The bend of (\ref{lorentz}) removes a fraction of about $(2\pi j\xi/L)^2$, which averages $1.1\%$ over $j=1$ and 2. The integral gives an average of $58.76\ \mathrm{nm^3}$ in these two bins, about 2.1\% below 60, and an inferred length of 20.83 nm. Summed over separations in steps of 2 nm, the average is $58.81\ \mathrm{nm^3}$, 1.99\% below 60; the difference is the small rise from sampling treated below. For the sampled line the inferred length is
\begin{equation}
\frac{58.81}{2\times1.4103}\ \mathrm{nm}=20.85\ \mathrm{nm}.
\end{equation}
The two reductions nearly cancel in the ratio. This belongs to the present $L$ and number of bins: including higher bins would lower the density further and leave the variance as it is. It also assumes that only the mean of each line is removed. If a fitted straight line (mean and tilt) is removed, as is common for measured edges, the lowest bins lose much more: here $j=1$ and 2 fall to 40.4 and $53.8\ \mathrm{nm^3}$, the variance falls to $1.381\ \mathrm{nm^2}$, and the inferred length to 17.1 nm, 18\% low.

\paragraph{Sampling.} Steps of $\Delta$ replace the integral for $S(0)$ by a sum. With $a=e^{-\Delta/\xi}$,
\begin{equation}
\sigma^2\Delta\sum_{j=-\infty}^{\infty}a^{|j|}
=\sigma^2\Delta\,\frac{1+a}{1-a}
=\sigma^2\Delta\coth\frac{\Delta}{2\xi},
\end{equation}
where the last step multiplies numerator and denominator by $e^{\Delta/(2\xi)}$. For $\Delta=2$ nm the result is $60.046\ \mathrm{nm^3}$, a change of 0.08\% that can be ignored here.

\paragraph{Scatter.} A finite number of edges also leaves a random error. For Gaussian deviations on a line with $L\gg\xi$, the real and imaginary parts of each low nonzero Fourier amplitude are nearly independent and of equal variance. The squared modulus then has an exponential distribution, whose standard deviation equals its mean. Averaging $n$ bins over $M$ edges reduces the relative scatter to about $1/\sqrt{nM}$. For two bins and 100 edges this is $1/\sqrt{200}=7.1\%$.

In a simulation of 300 such sets of random Gaussian edges, the plateau scattered by 7.0\%. The mean inferred length was 20.79 nm, with a scatter of 1.36 nm between sets. With the plateau read from two bins, one set of 100 edges thus gives $\xi$ to about 7\% (one standard deviation), even with a perfect microscope. If the form of the covariance is known, a fit to the whole spectrum uses more of the data and can do better.

\subsection*{The numbers beside a real resist}

The example lies in the regime of chemically amplified resist lines printed by extreme-ultraviolet lithography and measured by scanning electron microscope. There, $3\sigma$ of a few nm and correlation lengths from roughly ten to a few tens of nm are typical as rough figures; the present $3\sigma$ is 3.6 nm. The smoothing of 2 nm, and the noise and covariance shape used below, are rough values that vary with the instrument, the edge-finding method and the resist. Real measurements break the assumption that the recorded edge is the resist edge, and real covariances need not be exponential. For the values taken here, each of these departures moves the inferred length by 10 to 14\%, more than the scatter of one set of edges.

\section*{Variation 1: noise in the edge positions}

\textit{Each measured position carries an independent error of standard deviation $s=0.5$ nm, with one position every $\Delta=2$ nm. There is no smoothing. What length does (\ref{answer}) give if the noise is ignored?}

The errors are independent of the edge, so variances add:
\begin{equation}
\sigma_{\rm m}^2=\sigma^2+s^2=1.44+0.25=1.69\ \mathrm{nm^2}.
\end{equation}
Errors at different positions are uncorrelated. In the sampled sum for the density only the zero-separation term survives, giving $s^2\Delta$ at every frequency:
\begin{equation}
S_{\rm m}(0)=S(0)+s^2\Delta=60+0.5=60.5\ \mathrm{nm^3}.
\end{equation}
The apparent length is
\begin{equation}
\xi_{\rm m}=\frac{60.5}{2\times1.69}\ \mathrm{nm}=17.9\ \mathrm{nm},
\end{equation}
14\% below the true value. The noise hardly touches the plateau but raises the variance by 17\%, because its small density extends over the whole sampled band. Adding such noise to the simulated edges raised their variance by $0.2497\ \mathrm{nm^2}$ and their low-frequency density by $0.49\ \mathrm{nm^3}$, in agreement with 0.25 and 0.5.

The remedy is to subtract $s^2$ from the variance and $s^2\Delta$ from the density before forming the ratio. The noise level can be estimated from the flat floor at high frequency, but the edge's own density is not zero there: sampling adds to (\ref{lorentz}) the density folded back from frequencies above $1/(2\Delta)$. Taking the whole floor for noise would subtract too much, so edge and noise should be fitted together. Noise and smoothing shift $\xi$ in opposite directions, but their sizes are set by different quantities, so a cancellation cannot be relied on.

\section*{Variation 2: a covariance that is not exponential}

\textit{Keep $\sigma=1.2$ nm and $S(0)=60\ \mathrm{nm^3}$, but let
\begin{equation}
R(t)=\sigma^2\exp\left[-(|t|/\xi)^{2H}\right],\qquad 0<H\le1 .
\end{equation}
Find the $1/e$ length for $H=0.7$.}

The density at zero is still the area under the covariance. Substitute $q=(t/\xi)^{2H}$, so that $t=\xi q^{1/(2H)}$ and $dt=\dfrac{\xi}{2H}\,q^{1/(2H)-1}dq$:
\begin{align}
S(0)&=2\sigma^2\,\frac{\xi}{2H}\int_0^\infty q^{1/(2H)-1}e^{-q}\,dq
=2\sigma^2\xi\,\frac{1}{2H}\,\Gamma\!\left(\frac{1}{2H}\right)\nonumber\\
&=2\sigma^2\xi\,\Gamma\!\left(1+\frac{1}{2H}\right).
\end{align}
The last step uses $p\,\Gamma(p)=\Gamma(1+p)$. For $H=1/2$ the gamma function is $\Gamma(2)=1$, and the exponential result returns. For $H=0.7$ it is 0.911, so
\begin{equation}
\xi=\frac{20.83\ \mathrm{nm}}{0.911}=22.9\ \mathrm{nm},
\end{equation}
10\% more than for the exponential edge. In the Gaussian limit $H=1$ the factor is $\Gamma(3/2)=\sqrt\pi/2$, and the length is 23.5 nm.

What the two data determine without a choice of shape is the integral
\begin{equation}
\frac{S(0)}{2\sigma^2}=\int_0^\infty\frac{R(t)}{\sigma^2}\,dt=20.83\ \mathrm{nm},
\end{equation}
provided that it converges. For an exponential covariance this integral length is also the $1/e$ length. For another shape the two generally differ, as they do for $H=0.7$, and a quoted correlation length should say which is meant. The numerical output below lists the main values used in this sheet.

\section*{Computed values}
\begin{verbatim}
given sigma: 1.2 nm; variance: 1.44 nm^2
given two-sided S(0): 60 nm^3
correlation length from formula: 20.83 nm
correlation length from quadrature and root: 20.83 nm
half-value frequency: 0.00764 cycles/nm
period at half value: 130.9 nm
density there, by quadrature: 30.00 nm^3
area under two-sided spectrum: 1.4400 nm^2
length if 60 nm^3 were one-sided: 10.42 nm
length if 60 nm^3 were per angular wavenumber: 130.9 nm
relative slope of length with sigma: -2.000
length for sigma 1.15 nm: 22.7 nm
length for sigma 1.25 nm: 19.2 nm
edge length: 2000 nm; pixel: 2 nm
edges per set: 100; low-frequency bins used: 2
detection noise: 0.5 nm per pixel
with noise, variance: 1.69 nm^2; S(0): 60.5 nm^3
simulated rise of variance by noise: 0.2497 nm^2
simulated rise of density by noise: 0.49 nm^3
apparent length with noise: 17.90 nm (-14.1 %)
smoothing standard deviation: 2 nm
variance after smoothing: 1.296 nm^2
apparent length with smoothing: 23.14 nm (+11.1 %)
alternative shape exponent H: 0.7
length for that shape: 22.86 nm (+9.7 %)
S(0) of sampled edge: 60.046 nm^3
change of S(0) by sampling: +0.077 %
variance of line mean: 0.0297 nm^2
variance about own line mean: 1.4103 nm^2
change of variance by finite line: -2.06 %
expected density in lowest bins: 58.81 nm^3
change of density in lowest bins: -1.99 %
expected length from finite line: 20.85 nm (+0.08 %)
simulated sets of edges: 300
mean length from simulated sets: 20.79 nm
scatter of length between sets: 1.36 nm
simulated plateau scatter: 7.0 %
plateau scatter from counting rule: 7.1 %
\end{verbatim}
